# Why canonical thermostats do not preserve barrier-crossing rates in a double well: a program that tests the result

```python
"""
Result under test: Langevin and Andersen thermostats both sample the canonical
ensemble of a double well, so the free-energy barrier and the transition-state
rate k_TST are unchanged, but the transmission coefficient kappa = k/k_TST
depends on the thermostat and on its strength and vanishes for weak and for
strong coupling.

Potential V = E_b (x^2/a^2 - 1)^2.  Internal units: a = m = omega_b = 1, where
omega_b is the barrier frequency; then E_b = 1/4 and the force is x - x^3.
s = sign(x); tau = integral of <s(0)s(t)> over t > 0; rate k = 1/(2 tau).
gamma = Langevin friction, nu = Andersen collision rate (units of omega_b).
Langevin kappa comes from a Hermite expansion of the generator, Andersen kappa
from Fourier components along the Hamiltonian orbits between collisions.  Both
are tested against stochastic trajectories and upper bounds.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid, trapezoid
from scipy.special import erf, ellipj, ellipk

barrier = 5.0                      # E_b / kT
E_b = 0.25
kT = E_b / barrier
beta = 1.0 / kT
v_th = np.sqrt(kT)
rng = np.random.default_rng(2024)


def potential(x):
    return E_b * (x * x - 1.0) ** 2


def boltzmann(x):
    return np.exp(-beta * potential(x))


Z_half = quad(boltzmann, 0.0, 2.5, epsabs=1e-13)[0]
Z_x = 2.0 * Z_half
k_tst = v_th / np.sqrt(2 * np.pi) * np.exp(-barrier) / Z_half

# ---------- overdamped (Smoluchowski) solution ----------
grid = np.linspace(0.0, 2.0, 8001)
rho = boltzmann(grid) / Z_x
tail = cumulative_trapezoid(rho[::-1], dx=grid[1], initial=0.0)[::-1]
tau_smol = 2 * trapezoid(tail ** 2 / rho, grid) / kT
strong_coeff = 1.0 / (2 * k_tst * tau_smol)     # kappa <= strong_coeff / g
profile = cumulative_trapezoid(tail / rho, grid, initial=0.0)
profile = profile / np.interp(1.0, grid, profile)


# ---------- correlation time from the Hermite expansion ----------
def make_basis(n_x):
    """Matrix of d/dx + beta V'/2 in oscillator functions, and s*sqrt(rho)."""
    size = 2 * n_x
    length = 2.0 / np.sqrt(2.0 * size)
    lower = np.diag(np.sqrt(np.arange(1.0, size + 4)), 1)
    X = length / np.sqrt(2) * (lower + lower.T)
    D = (lower - lower.T) / (length * np.sqrt(2))
    D = D + 0.5 * beta * (X @ X @ X - X)
    D = D[:size, :size]
    odd_to_even = D[0::2, 1::2].copy()
    even_to_odd = D[1::2, 0::2].copy()
    node, weight = np.polynomial.legendre.leggauss(600)
    x = 1.1 * (node + 1.0)
    weight = 1.1 * weight
    q = x / length
    chi = np.zeros((size, x.size))
    chi[0] = np.pi ** -0.25 * np.exp(-q * q / 2) / np.sqrt(length)
    chi[1] = np.sqrt(2.0) * q * chi[0]
    for j in range(1, size - 1):
        chi[j + 1] = (np.sqrt(2.0 / (j + 1)) * q * chi[j]
                      - np.sqrt(j / (j + 1.0)) * chi[j - 1])
    s_vec = 2.0 * chi[1::2] @ (weight * np.sqrt(boltzmann(x) / Z_x))
    return odd_to_even, even_to_odd, s_vec


def hermite_kappa(gamma, nu, basis, n_v=400):
    """Eliminate Hermite components from n_v down to zero."""
    odd_to_even, even_to_odd, s_vec = basis
    unit = np.eye(s_vec.size)
    K = (gamma * n_v + nu) * unit
    for n in range(n_v - 1, -1, -1):
        D = even_to_odd if n % 2 else odd_to_even
        damping = gamma * n + (nu if n > 0 else 0.0)
        K = damping * unit + kT * (n + 1) * D.T @ np.linalg.solve(K, D)
        K = 0.5 * (K + K.T)
    tau = s_vec @ np.linalg.solve(K, s_vec)
    return 1.0 / (2.0 * tau * k_tst)


# ---------- Andersen correlation time from Hamiltonian orbits ----------
n_time = 512
harmonic = np.fft.fftfreq(n_time, 1.0 / n_time)
max_degree = 24


def trial_functions(x):
    """Odd functions of x: sign, weak-limit, strong-limit, polynomials in |x|."""
    r = np.abs(x)
    depth = np.where(r < np.sqrt(2), beta * (E_b - potential(r)), 0.0)
    depth = np.maximum(depth, 0.0)
    rows = [np.ones_like(r)]
    for c in (0.0, 0.25, 0.5, 0.75):   # velocity averages of exp(c beta E)
        rows.append(np.exp(-c * depth) * erf(np.sqrt((1 - c) * depth)))
    rows.append(np.sqrt(depth) * np.exp(-depth))
    rows.append(np.interp(r, grid, profile))
    poly = np.polynomial.legendre.legvander(r / 0.95 - 1.0, max_degree)
    rows.extend(poly[:, 1:].T)
    return np.sign(x) * np.array(rows)


def make_orbits():
    """Fourier components of the trial functions on orbits of given energy."""
    node, weight = np.polynomial.legendre.leggauss(40)
    y = 0.5 * (node + 1.0)
    weight = 0.5 * weight
    phase = (np.arange(n_time) + 0.5) / n_time
    components, weights, frequencies = [], [], []
    for above in (False, True):
        span = 25 * kT if above else E_b
        for yi, wi in zip(y, weight):
            energy = E_b + (span if above else -span) * yi * yi
            root = 2 * np.sqrt(energy)
            amp2 = 1 + root                # outer turning point squared
            if above:
                rate, m_ell = np.sqrt(root), amp2 / (2 * root)
                period = 4 * ellipk(m_ell) / rate
            else:
                rate, m_ell = np.sqrt(amp2 / 2), 2 - 2 / amp2
                period = 2 * ellipk(m_ell) / rate
            sn, cn, dn, _ = ellipj(rate * period * phase, m_ell)
            x = np.sqrt(amp2) * (cn if above else dn)
            f = trial_functions(x)
            components.append(np.fft.fft(f, axis=1) / n_time)
            copies = 1 if above else 2     # one orbit in each well
            weights.append(copies * 2 * span * yi * wi * period
                           * np.exp(-beta * energy)
                           / (Z_x * np.sqrt(2 * np.pi * kT)))
            frequencies.append(2 * np.pi / period)
    return np.array(components), np.array(weights), np.array(frequencies)


orbit_f, orbit_w, orbit_freq = make_orbits()


def orbit_form(factor):
    """Canonical average of sum_n factor * f_n * conj(g_n)."""
    scaled = orbit_f * np.sqrt(orbit_w[:, None] * factor)[:, None, :]
    flat = scaled.transpose(1, 0, 2).reshape(orbit_f.shape[1], -1)
    return np.real(flat @ flat.conj().T)


gram = orbit_form(np.ones((orbit_w.size, n_time)))
assert abs(gram[0, 0] - 1) < 1e-3          # canonical average of s^2


def orbit_kappa(nu, degree=max_degree):
    count = len(gram) - max_degree + degree
    turn = (orbit_freq[:, None] * harmonic[None, :]) ** 2
    Q = orbit_form(turn / (nu * nu + turn))[:count, :count]
    value, vector = np.linalg.eigh(gram[:count, :count])
    use = value > 1e-10 * value[-1]
    T_mat = vector[:, use] / np.sqrt(value[use])
    b = T_mat.T @ gram[0, :count]
    tau = (b @ np.linalg.solve(T_mat.T @ Q @ T_mat, b) - 1) / nu
    return 1.0 / (2.0 * tau * k_tst)


fine_basis = make_basis(80)
couplings = [0.05, 0.1, 0.3, 1.0, 3.0, 10.0]
kap_L = {g: hermite_kappa(g, 0.0, fine_basis) for g in couplings}
kap_A = {g: orbit_kappa(g) for g in couplings}
kap_L_weakest = hermite_kappa(0.01, 0.0, fine_basis, 800)

change_L = hermite_kappa(0.01, 0.0, make_basis(60), 601) / kap_L_weakest - 1
assert abs(change_L) < 0.03
change_A = max(abs(orbit_kappa(g, 16) / kap_A[g] - 1) for g in couplings)
assert change_A < 0.01, change_A
for g in (3.0, 10.0):              # two unrelated methods for Andersen
    assert abs(hermite_kappa(0.0, g, fine_basis) / kap_A[g] - 1) < 0.02
even_end = hermite_kappa(0.0, 0.05, fine_basis, 400)
odd_end = hermite_kappa(0.0, 0.05, fine_basis, 401)

# ---------- weak-coupling upper bounds by quadrature ----------
node, weight = np.polynomial.legendre.leggauss(200)
xw = (node + 1.0) / np.sqrt(2)
wx = weight / np.sqrt(2) * 2.0 * boltzmann(xw) / Z_x   # both wells
gap = E_b - potential(xw)
stay = erf(np.sqrt(beta * gap))    # redrawn energy stays below E_b
overlap_A = np.sum(wx * stay)
slope_A = np.sum(wx * stay * (1 - stay)) / (2 * k_tst * overlap_A ** 2)

v_max = np.sqrt(2 * gap)
v = v_max[:, None] * node[None, :]
wv = v_max[:, None] * weight[None, :] * np.exp(-v * v / (2 * kT))
wv = wx[:, None] * wv / np.sqrt(2 * np.pi * kT)
fall = np.exp(-beta * (gap[:, None] - v * v / 2))
overlap_L = np.sum(wv * (1 - fall))
dirichlet_L = kT * np.sum(wv * (beta * fall * v) ** 2)
slope_L = dirichlet_L / (2 * k_tst * overlap_L ** 2)

action = 2 * quad(lambda y: np.sqrt(max(2 * (E_b - potential(y)), 0.0)),
                  0.0, np.sqrt(2))[0]
assert abs(action / (16 * E_b / 3) - 1) < 1e-6
slope_L_leading = action / (2 * kT)

for g in couplings:
    assert kap_L[g] <= slope_L * g and kap_A[g] <= slope_A * g
    assert max(kap_L[g], kap_A[g]) <= 1.002 * strong_coeff / g
assert 0.5 * slope_L * 0.01 < kap_L_weakest <= slope_L * 0.01
assert kap_A[0.05] > 0.4 * slope_A * 0.05
for table in (kap_L, kap_A):
    assert table[10.0] > 0.95 * strong_coeff / 10.0
    assert max(table.values()) > 1.5 * max(table[0.05], table[10.0])
assert kap_L[0.05] > 1.5 * kap_A[0.05]


def kramers(g):
    return np.sqrt(1 + g * g / 4) - g / 2


for g in (1.0, 3.0, 10.0):         # finite barrier: corrections of order kT/E_b
    assert abs(kap_L[g] / kramers(g) - 1) < 0.10


# ---------- stochastic trajectories ----------
dt = 0.05


def advance(x, v, kind, g):
    v += 0.5 * dt * x * (1 - x * x)
    x += 0.5 * dt * v
    keep = np.exp(-g * dt)
    if kind == "Langevin":
        v *= keep
        v += v_th * np.sqrt(1 - keep * keep) * rng.standard_normal(v.size)
    else:
        hit = np.flatnonzero(rng.random(v.size) > keep)
        v[hit] = v_th * rng.standard_normal(hit.size)
    x += 0.5 * dt * v
    v += 0.5 * dt * x * (1 - x * x)


half_width = 0.1
top_weight = quad(boltzmann, -half_width, half_width)[0]
well_weight = quad(boltzmann, 1 - half_width, 1 + half_width)[0]
barrier_exact = -np.log(top_weight / well_weight)


def sample_equilibrium(kind, g, walkers=24000, relax=500, steps=1200):
    """Cold start in the wells; returns kinetic T, barrier, crossing rate."""
    x = np.where(np.arange(walkers) % 2 == 0, 1.0, -1.0)
    v = np.zeros(walkers)
    for _ in range(relax):
        advance(x, v, kind, g)
    right = x > 0
    crossings = top = wells = 0
    kinetic = 0.0
    for _ in range(steps):
        advance(x, v, kind, g)
        now = x > 0
        crossings += np.count_nonzero(now != right)
        right = now
        r = np.abs(x)
        top += np.count_nonzero(r < half_width)
        wells += np.count_nonzero(np.abs(r - 1) < half_width)
        kinetic += v @ v
    temperature = kinetic / (steps * walkers * kT)
    return (temperature, -np.log(2 * top / wells),
            crossings / (steps * dt * walkers))


samples = []
for kind in ("Langevin", "Andersen"):
    for g in (0.5, 2.0):
        temp, dF, flux = sample_equilibrium(kind, g)
        assert abs(temp - 1) < 0.02
        assert abs(dF - barrier_exact) < 0.15   # few independent visits
        assert abs(flux / k_tst - 1) < 0.15     # same, and finite time step
        samples.append((kind, g, temp, dF, flux / k_tst))


def reactive_flux(kind, g, time, walkers=40000):
    x = np.zeros(walkers)
    v = v_th * np.sqrt(-2 * np.log(1 - rng.random(walkers)))
    for _ in range(int(round(time / dt))):
        advance(x, v, kind, g)
    return np.mean(np.sign(x))


flux_rows = []
for kind, table in (("Langevin", kap_L), ("Andersen", kap_A)):
    for g, time in ((0.05, 100.0), (3.0, 25.0)):
        measured = reactive_flux(kind, g, time)
        expected = table[g] * np.exp(-2 * table[g] * k_tst * time)
        assert abs(measured - expected) < 0.025  # standard error 0.005
        flux_rows.append((kind, g, time, measured, expected))

# ---------- thermostat added to an intrinsic friction ----------
gamma_0 = 0.05
added = {nu: hermite_kappa(gamma_0, nu, fine_basis) for nu in (0.005, 0.5, 5.0)}
assert abs(added[0.005] / kap_L[gamma_0] - 1) < 0.06
assert added[5.0] < 0.7 * kap_L[gamma_0]

# ---------- physical scale (Gaussian units) ----------
T = 300.0
mass_u = 20.0
a_cm = 0.5e-8
kT_erg = const.k * 1e7 * T
mass_g = mass_u * const.atomic_mass * 1e3
omega_b = 2 / a_cm * np.sqrt(barrier * kT_erg / mass_g)
per_ns = omega_b * 1e-9

print(f"T = {T:.0f} K, m = {mass_u:.0f} u, a = {a_cm*1e8:.1f} angstrom")
print(f"barrier E_b/kT = {barrier:.1f}; E_b = {barrier*kT_erg:.4e} erg")
print(f"barrier frequency omega_b = {omega_b:.4e} 1/s")
print(f"k_TST/omega_b = {k_tst:.5e}; k_TST = {k_tst*per_ns:.2f} 1/ns")
print("Equilibrium sampling (coupling in omega_b):")
print(f"exact windowed free-energy barrier = {barrier_exact:.3f} kT")
print(f"window half-width = {half_width:.2f} a; time step = {dt} /omega_b")
for kind, g, temp, dF, ratio in samples:
    print(f"{kind} {g}: T_kin/T {temp:.4f}, barrier {dF:.3f} kT,"
          f" crossings/k_TST {ratio:.3f}")
print("kappa: coupling/omega_b, Langevin, Andersen, Kramers")
for g in couplings:
    print(f"{g:6.2f}  {kap_L[g]:.3f}  {kap_A[g]:.3f}  {kramers(g):.3f}")
print(f"Langevin kappa at gamma = 0.01 omega_b: {kap_L_weakest:.4f}")
print(f"its change in a smaller basis: {100*change_L:.2f} %")
print(f"Andersen kappa, largest change, degree 16 to {max_degree}:"
      f" {100*change_A:.3f} %")
print(f"Hermite chain, Andersen 0.05: even end {even_end:.3f},"
      f" odd end {odd_end:.3f}")
print(f"weak bound slope, Langevin: {slope_L:.3f} per omega_b")
print(f"leading slope J_b/(2kT): {slope_L_leading:.3f} per omega_b")
print(f"weak bound slope, Andersen: {slope_A:.3f} per omega_b")
print(f"strong bound: kappa <= {strong_coeff:.4f} omega_b/coupling")
print("Reactive flux: kind, coupling, time*omega_b, measured, computed")
for kind, g, time, measured, expected in flux_rows:
    print(f"{kind} {g}: t {time:.0f}, {measured:.3f}, {expected:.3f}")
print("Rates k in 1/ns: coupling/omega_b, Langevin, Andersen")
for g in (0.05, 1.0, 10.0):
    print(f"{g:6.2f}  {kap_L[g]*k_tst*per_ns:.2f}"
          f"  {kap_A[g]*k_tst*per_ns:.2f}")
print(f"Intrinsic friction {gamma_0} omega_b alone: kappa {kap_L[gamma_0]:.3f}")
for nu, value in added.items():
    print(f"  plus Andersen nu = {nu} omega_b: kappa {value:.3f}")
print("all assertions hold")
```

Printed output:

```
T = 300 K, m = 20 u, a = 0.5 angstrom
barrier E_b/kT = 5.0; E_b = 2.0710e-13 erg
barrier frequency omega_b = 3.1587e+13 1/s
k_TST/omega_b = 1.44131e-03; k_TST = 45.53 1/ns
Equilibrium sampling (coupling in omega_b):
exact windowed free-energy barrier = 4.901 kT
window half-width = 0.10 a; time step = 0.05 /omega_b
Langevin 0.5: T_kin/T 1.0024, barrier 4.873 kT, crossings/k_TST 1.026
Langevin 2.0: T_kin/T 0.9983, barrier 4.913 kT, crossings/k_TST 0.979
Andersen 0.5: T_kin/T 1.0014, barrier 4.888 kT, crossings/k_TST 0.995
Andersen 2.0: T_kin/T 0.9972, barrier 4.967 kT, crossings/k_TST 0.922
kappa: coupling/omega_b, Langevin, Andersen, Kramers
  0.05  0.328  0.100  0.975
  0.10  0.522  0.196  0.951
  0.30  0.783  0.473  0.861
  1.00  0.620  0.549  0.618
  3.00  0.296  0.282  0.303
 10.00  0.096  0.095  0.099
Langevin kappa at gamma = 0.01 omega_b: 0.0860
its change in a smaller basis: 0.00 %
Andersen kappa, largest change, degree 16 to 24: 0.001 %
Hermite chain, Andersen 0.05: even end 0.098, odd end 0.116
weak bound slope, Langevin: 11.165 per omega_b
leading slope J_b/(2kT): 13.333 per omega_b
weak bound slope, Andersen: 2.234 per omega_b
strong bound: kappa <= 0.9652 omega_b/coupling
Reactive flux: kind, coupling, time*omega_b, measured, computed
Langevin 0.05: t 100, 0.304, 0.298
Langevin 3.0: t 25, 0.288, 0.290
Andersen 0.05: t 100, 0.104, 0.098
Andersen 3.0: t 25, 0.282, 0.277
Rates k in 1/ns: coupling/omega_b, Langevin, Andersen
  0.05  14.93  4.57
  1.00  28.23  25.01
 10.00  4.36  4.33
Intrinsic friction 0.05 omega_b alone: kappa 0.328
  plus Andersen nu = 0.005 omega_b: kappa 0.337
  plus Andersen nu = 0.5 omega_b: kappa 0.630
  plus Andersen nu = 5.0 omega_b: kappa 0.181
all assertions hold
```
